# Depletion width for power-law doping: the exponent 1/(m+2)

A simulation of a metal-semiconductor contact needs a depth at which to end the mesh. The region must contain the depletion layer at the largest reverse bias. Suppose that a trial calculation has given the depth of this layer at a small bias. If the band bending is to rise eightfold, by what factor must the depth grow? For uniform doping the answer is 2.83. For doping that rises linearly from the contact it is 2.00, and for doping that falls as the inverse square root of distance it is 4.00. The same exponent decides which power of the inverse capacitance should be plotted against bias to obtain a nearly straight line.

## The problem and its conventions

An n-type semiconductor fills \(x>0\), with its contact at \(x=0\). The ionized donor density is

\[
N(x)=N_0\left(\frac{x}{x_0}\right)^m,\qquad m>-1,
\]

where \(N_0\) is the density at the reference depth \(x_0\). The condition \(m>-1\) keeps the number of donors per area between the contact and any finite depth finite. The permittivity \(\varepsilon\) is uniform, \(q>0\) is the elementary charge, and \(\phi(x)\) is the electrostatic potential. The contact repels electrons, so \(\phi\) rises from the contact into the semiconductor.

The depletion width is \(W\), and the band bending, expressed as a voltage, is \(\psi=\phi(W)-\phi(0)>0\). It is the total potential drop across the layer, not the applied bias alone. The result to be derived is

\[
W=\left[\frac{(m+2)\,\varepsilon x_0^m\,\psi}{qN_0}\right]^{1/(m+2)} .
\]

At fixed \(N_0\), \(x_0\) and \(\varepsilon\), therefore, \(W\propto\psi^{1/(m+2)}\).

## First derivation: an abrupt depletion edge

The depletion approximation sets the charge density to \(qN(x)\) for \(0<x<W\) and to zero beyond. It also takes the field to vanish at \(W\). Poisson's equation is then

\[
\phi''(x)=-\frac{q}{\varepsilon}N(x),\qquad \phi'(W)=0 .
\]

Integrating from \(x\) to \(W\) gives \(\phi'(W)-\phi'(x)=-(q/\varepsilon)\int_x^W N(s)\,ds\). Since \(\phi'(W)=0\),

\[
\phi'(x)=\frac{q}{\varepsilon}\int_x^W N(s)\,ds .
\]

This is positive, as the sign convention requires. The electric field \(-\phi'\) points towards the contact.

A second integration, from \(0\) to \(W\), gives the bending:

\[
\psi=\frac{q}{\varepsilon}\int_0^W dx\int_x^W N(s)\,ds .
\]

The integration region is the triangle \(0<x<s<W\). If \(x\) is integrated first, it runs from \(0\) to \(s\) and contributes a factor \(s\). Hence

\[
\psi=\frac{q}{\varepsilon}\int_0^W s\,N(s)\,ds .
\]

A sheet of donors contributes to the bending in proportion to its distance from the contact, because its field lines cross that distance. This weight adds one power of length, and the integration adds another. These are the two units added to \(m\) in the exponent. With the power law inserted,

\[
\psi=\frac{qN_0}{\varepsilon x_0^m}\int_0^W s^{m+1}ds
=\frac{qN_0W^{m+2}}{(m+2)\varepsilon x_0^m}.
\]

The right side increases steadily with \(W\), so each \(\psi\) belongs to one width. Solving for \(W\) gives the stated result.

The field magnitude at the contact follows from the first integral at \(x=0\):

\[
F=\frac{qN_0W^{m+1}}{(m+1)\varepsilon x_0^m}
=\frac{m+2}{m+1}\,\frac{\psi}{W}.
\]

The last form uses \(qN_0W^{m+1}/(\varepsilon x_0^m)=(m+2)\psi/W\).

For the capacitance per area, let the edge move by \(dW\). The added charge is \(dQ=qN(W)\,dW\), and the moment integral gives \(d\psi=(q/\varepsilon)WN(W)\,dW\). Their ratio is

\[
C=\frac{dQ}{d\psi}=\frac{\varepsilon}{W}\propto\psi^{-1/(m+2)} .
\]

A plot of \(C^{-(m+2)}\) against \(\psi\) is therefore straight in this approximation. Uniform doping gives the inverse square of the capacitance, and a linear profile gives its inverse cube.

### Limits of the exponent

For \(m=0\) the exponent is \(1/2\). As \(m\) grows it tends to zero, and the width tends to \(x_0\): the doping becomes a steep wall near that depth, and the edge hardly moves. As \(m\) approaches \(-1\) from above, the exponent approaches 1, while the factor \(1/(m+1)\) makes the contact field diverge at fixed \(\psi\) and \(W\). For \(-2<m\le-1\) the moment integral still converges, but the charge does not. Such a profile needs a cutoff near the contact before it can describe a material.

## Second derivation: the edge formed by mobile electrons

The abrupt edge can be derived instead of assumed. Let the electrons obey Boltzmann statistics with a flat Fermi level throughout the region where their charge matters, and let \(V_T=kT/q\) be the thermal voltage. Holes are neglected. Define a length \(a\) and scaled variables by

\[
a^{m+2}=\frac{\varepsilon V_Tx_0^m}{qN_0},\qquad
\xi=\frac{x}{a},\qquad u=\frac{\phi}{V_T}.
\]

The donor density is \(N_0(a/x_0)^m\xi^m\). Choose the zero of potential so that the electron density is \(N_0(a/x_0)^m e^u\). Poisson's equation \(\phi''=-(q/\varepsilon)(N-n)\) becomes

\[
\frac{V_T}{a^2}\frac{d^2u}{d\xi^2}
=-\frac{qN_0}{\varepsilon}\left(\frac{a}{x_0}\right)^m(\xi^m-e^u).
\]

Multiplication by \(a^2/V_T\) makes the coefficient on the right equal to one, by the definition of \(a\). Thus

\[
u''=e^u-\xi^m .
\]

Deep in the semiconductor the charges nearly cancel, so \(u\simeq m\ln\xi\). This neutral level is not flat unless \(m=0\): a doping gradient requires a field to hold the electrons against diffusion. Its second derivative is \(-m/\xi^2\), so the relative charge imbalance there is of order \(m/\xi^{m+2}\), which is small at large \(\xi\).

### The depleted side

Let \(u_s\) be the value of \(u\) at the contact and \(g=u'(0)\). Between the contact and the neighbourhood of the edge the electron charge is negligible, so \(u''=-\xi^m\). Two integrations from the contact give

\[
u=u_s+g\xi-\frac{\xi^{m+2}}{(m+1)(m+2)} .
\]

Define \(w\) as the point where the slope of this expression, continued beyond its region of validity, vanishes:

\[
g=\frac{w^{m+1}}{m+1}.
\]

The continued expression at \(\xi=w\) has the value

\[
u_s+\frac{w^{m+2}}{m+1}\left(1-\frac1{m+2}\right)
=u_s+\frac{w^{m+2}}{m+2},
\]

because the bracket equals \((m+1)/(m+2)\). Its second derivative at \(w\) is \(-w^m\), so near \(w\)

\[
u\simeq u_s+\frac{w^{m+2}}{m+2}-\frac{w^m(\xi-w)^2}{2}.
\]

### The edge layer

Near \(w\) electrons and donors both matter. Put

\[
\xi=w+\lambda s,\qquad \lambda=w^{-m/2},\qquad u=m\ln w+y(s).
\]

The length \(\lambda\) is the Debye length at the edge in units of \(a\). Since \(u''=w^m\,d^2y/ds^2\) and \(e^u=w^me^y\), division by \(w^m\) gives

\[
\frac{d^2y}{ds^2}=e^y-\left(1+\frac{\lambda s}{w}\right)^m .
\]

The ratio \(\lambda/w=w^{-(m+2)/2}\) is small when \(w\) is large, for every allowed \(m\). To leading order the doping is uniform across the edge, and \(d^2y/ds^2=e^y-1\). Multiply by \(dy/ds\) and integrate from the neutral side, where \(y\) and \(dy/ds\) vanish:

\[
\frac12\left(\frac{dy}{ds}\right)^2=e^y-y-1 .
\]

On the contact side \(y\) is large and negative, and \(e^y\) drops out. The remaining equation, \(\frac12(dy/ds)^2=-y-1\), has the parabola \(y=-1-s^2/2\) as its solution, with the origin of \(s\) at the top. That is the point where the continued slope vanishes, which is how \(w\) was defined.

The two expressions must agree where both hold. Since \(w^m(\xi-w)^2/2=s^2/2\), the quadratic terms match. Equating the constants gives

\[
u_s+\frac{w^{m+2}}{m+2}=m\ln w-1,
\]

up to terms that vanish with \(\lambda/w\). Now measure the bending from the neutral level at the edge, \(\psi/V_T=m\ln w-u_s\). With \(W_Q=aw\), the definition of \(a\) restores ordinary units:

\[
\frac{qN_0W_Q^{m+2}}{(m+2)\varepsilon x_0^m}=\psi-V_T .
\]

For \(\psi\gg V_T\) the last term can be dropped, and the first derivation's result returns. The subscript records that \(W_Q\) is fixed by charge: the field at the contact is the one that bare donors out to \(W_Q\) would produce.

### The width seen by a capacitance

A capacitance measurement senses \(W_C=\varepsilon/C\), where \(C\) is the change of \(\varepsilon\phi'(0)\) per unit lowering of the contact potential. In scaled form, \(w_C=W_C/a=-du_s/dg\). The matching condition gives

\[
u_s=m\ln w-1-\frac{w^{m+2}}{m+2},\qquad
du_s=\left(\frac mw-w^{m+1}\right)dw,
\]

and \(dg=w^m\,dw\). Therefore

\[
w_C=w-\frac{m}{w^{m+1}}=w\left(1-\frac{m}{w^{m+2}}\right).
\]

Raising this to the power \(m+2\) and keeping the first correction gives \(w_C^{m+2}\simeq w^{m+2}-m(m+2)\). Hence

\[
\frac{qN_0W_C^{m+2}}{(m+2)\varepsilon x_0^m}
\simeq\psi-(m+1)V_T .
\]

One thermal voltage comes from the electron tail at the edge. The other \(m\) come from the slope of the neutral level: when the edge moves, the level from which the bending is measured moves too. It makes no difference at this order whether that level is taken at \(W_Q\), \(W_C\) or \(W\), since these widths differ by a relative amount of order \(V_T/\psi\).

Expanding the root gives the relative reduction of the capacitance width below the depletion formula:

\[
\frac{W-W_C}{W}\simeq\frac{m+1}{m+2}\,\frac{V_T}{\psi}.
\]

## A worked comparison

Take a relative permittivity of 12, \(N_0=10^{16}\ \mathrm{cm^{-3}}\) at \(x_0=500\) nm, and \(T=300\) K, for which \(V_T=25.85\) mV. These are round model parameters. For the linear profile, \(m=1\), at \(\psi=1\) V,

\[
W=\left[\frac{3(12)(8.854\times10^{-12}\,\mathrm{F/m})(5\times10^{-7}\,\mathrm m)(1\,\mathrm V)}
{(1.602\times10^{-19}\,\mathrm C)(10^{22}\,\mathrm{m^{-3}})}\right]^{1/3}
=463.3\ \mathrm{nm}.
\]

At 8 V the width is larger by \(8^{1/3}=2\), which gives 926.7 nm. The contact field is \(\tfrac32\psi/W\). It is 32.4 kV/cm at 1 V and 129.5 kV/cm at 8 V, a factor of \(8/2=4\). The capacitance \(\varepsilon/W\) halves, from 22.93 to 11.47 nF/cm².

For the widths with mobile electrons, \(u''=e^u-\xi^m\) was solved by central differences and Newton iteration on a uniform grid reaching 2.5 depletion widths. The outer boundary was held at the neutral level, and the contact was held at the stated bending below the neutral level at the depth \(W\). The linear response to a small change of the contact potential then gave \(W_C\). All widths are in nm.

| \(m\) | \(W\), 1 V | \(W_C\), 1 V | \(W\), 8 V | \(W_C\), 8 V |
|---|---|---|---|---|
| −1/2 | 270.5 | 268.0 | 1082.0 | 1080.8 |
| 0 | 364.2 | 359.4 | 1030.1 | 1028.4 |
| 1 | 463.3 | 455.4 | 926.7 | 924.7 |
| 2 | 507.5 | 497.7 | 853.4 | 851.4 |

The order of the profiles reverses between the two bendings. At 1 V the falling profile has the narrowest layer, because it has the most donors near the contact. At 8 V it has the widest, because its edge has moved into more lightly doped material. A mesh depth scaled from 1 V with the uniform-doping factor 2.83 would be too small for \(m=-1/2\), where the factor is \(8^{2/3}=4\), and larger than needed for \(m=2\), where it is \(8^{1/4}=1.68\). The mesh must also reach some Debye lengths beyond \(W\), since the real edge has a tail.

The correction formula can be read against the table. For \(m=1\) at 1 V it gives a relative reduction of \(\tfrac23(0.02585)=1.7\%\), and the table gives \((463.3-455.4)/463.3=1.7\%\). A closer comparison uses the difference between \(\psi\) and the bending that the depletion formula assigns to \(W_C\). The second derivation predicts that this tends to \((m+1)V_T\), or 0.5, 1, 2 and 3 thermal voltages for the four profiles. The numerical solution gives 0.53, 1.00, 1.95 and 2.88 at 1 V, and 0.51, 1.00, 1.97 and 2.94 at 8 V. Where the values differ from the prediction, they move towards it as the bending grows.

At large bending the exponent of the capacitance width is close to its depletion value. Between bendings of \(400V_T\) and \(1600V_T\), the computed slope of \(\ln W_C\) against \(\ln\psi\) is 0.6671, 0.5007, 0.3342 and 0.2510, in the order of the table. The depletion values are 0.6667, 0.5000, 0.3333 and 0.2500. These large bendings probe the limit of the equations; breakdown is not in the model.

## What each derivation assumes

Both derivations assume one dimension, uniform permittivity, full ionization, no holes and no image-force lowering of the barrier. They differ in how they treat the edge.

The first derivation assumes the shape of the charge. It needs no temperature and no electron statistics, and its moment integral holds for any doping profile within the depletion approximation. It cannot say how large its own error is. It also sets the field at \(W\) to zero, although for \(m\ne0\) the neutral level \(mV_T\ln x\) has a slope \(mV_T/W\) there.

The second derivation assumes Boltzmann electrons, a flat Fermi level where they matter, and a bending of many thermal voltages. From these it obtains the sharp edge, the size of the leading correction, and the distinction between a width defined by charge and one defined by capacitance. The price is that it relies on the doping being nearly uniform across one Debye length at the edge. For the power law this is assured at large bending. With \(L_D^2=\varepsilon V_T/[qN(W)]\) and \(\psi=qN(W)W^2/[(m+2)\varepsilon]\),

\[
\left(\frac{L_D}{W}\right)^2=\frac{V_T}{(m+2)\psi}.
\]

For \(m=1\) the ratio \(L_D/W\) falls from 0.093 at 1 V to 0.033 at 8 V. A profile with an abrupt step would violate the condition when the edge crossed the step, whatever the bending.

The difference matters when a capacitance plot is extrapolated. The first derivation says that \(C^{-(m+2)}\) reaches zero at \(\psi=0\). The second says that the straight line from large bending reaches zero at \(\psi=(m+1)V_T\), which for \(m=1\) is about 52 mV. The bias axis needs a further correction, because \(\psi\) is measured from a neutral level that depends on \(W\). When \(W\) doubles in the linear profile, that level rises by \(V_T\ln2\), about 18 mV. The applied bias must therefore change by about 18 mV less than the 7 V by which \(\psi\) changes.

## Where the single exponent fails

The moment integral shows what an additional charge does. A fixed sheet of charge \(\sigma\) per area at depth \(d<W\) adds \(\sigma d/\varepsilon\) to \(\psi\). The power law then holds for \(\psi-\sigma d/\varepsilon\), not for \(\psi\). A sheet at the contact itself, \(d=0\), changes the contact field but not the relation between \(\psi\) and \(W\).

A uniform background does more damage. For \(N=N_b+N_0x/x_0\) the moment integral gives

\[
\psi=\frac q\varepsilon\left(\frac{N_bW^2}{2}+\frac{N_0W^3}{3x_0}\right).
\]

Since \(d\psi/dW=(q/\varepsilon)WN(W)\), the local exponent is

\[
\frac{d\ln W}{d\ln\psi}=\frac{\psi}{W\,d\psi/dW}
=\frac{N_b/2+N_0W/(3x_0)}{N_b+N_0W/x_0}.
\]

It falls from \(1/2\) for a narrow layer, where the background dominates, to \(1/3\) for a wide one. With \(N_b=2\times10^{15}\ \mathrm{cm^{-3}}\) and the other parameters as before, solving for \(W\) numerically and taking the slope over a change of one per cent in \(\psi\) to either side gives 0.37 at 1 V and 0.35 at 8 V. A fitted exponent between \(1/3\) and \(1/2\) is therefore not by itself evidence for a fractional \(m\). A drift of the exponent with bending can reveal the background, but the thermal correction to the capacitance width also causes a drift. Between 1 and 8 V the two are of similar size here. For a pure power law with \(m=0.74\), the relation \(W_C^{m+2}\propto\psi-(m+1)V_T\) gives a local exponent that falls from 0.382 to 0.367, a drop of about 0.015. The background produces a drop of the same size in the exponent of \(W\). The thermal correction must therefore be included before a drift is assigned to the doping.
